Why a near back gate curbs drain influence but worsens swing

A transistor with a thin channel is switched off by a barrier that the front gate raises between source and drain. In a short device the drain also reaches this barrier, through the film and through the insulator beneath it. Suppose a conducting plane at constant voltage is brought up under the channel. The drain loses influence, but the front gate must now swing further to change the current tenfold. One added electrode has helped and harmed, and both effects have the same electrostatic cause.

**The model and its four weights**

An undoped film of thickness t_s and relative permittivity ε_s lies between a front oxide (t_f, ε_f) and a back oxide (t_b, ε_b). Beyond the oxides lie the front gate G and the back gate B. The film itself becomes source S for x < 0 and drain D for x > L, both treated as ideal conductors. The gates and oxides continue over them. The device is uniform along its width.

Below threshold the mobile charge is too small to affect the potential, which therefore obeys ∇·(ε∇ψ) = 0. This equation is linear, so at any fixed point

ψ = a_G u_G + a_B u_B + a_S u_S + a_D u_D.

Here u is an electrode potential, including a constant work-function offset for the gates. Potentials are measured from the source, so u_S = 0 and u_D = V_D. A grounded back gate means that u_B is constant, not that it is zero. If all four potentials are equal, ψ must take the same value, so the weights sum to 1.

Each weight is also a share of charge. Let φ_i be the solution with electrode i at 1 and the others at 0, so that φ_i = a_i at the point considered. Let g be the potential of a charge Q placed there with all electrodes grounded, so that ∇·(ε∇g) = −Qδ. Green's identity, with ε the full permittivity and n pointing from the dielectric into the electrodes, reads

∫ [φ_i ∇·(ε∇g) − g ∇·(ε∇φ_i)] dV = ∮ ε[φ_i ∂g/∂n − g ∂φ_i/∂n] dS.

The left side is −Q a_i. On the right g vanishes on every electrode and φ_i is 1 on electrode i alone, which leaves the integral of ε ∂g/∂n over that electrode. This is its induced charge Q_i. Hence

Q_i = −a_i Q.

The weights say where the field lines of a channel charge end. For a small node coupled to the electrodes by capacitances C_j, zero net charge gives Σ C_j(ψ − u_j) = 0, so a_i = C_i/ΣC_j. This is capacitive voltage division.

**One cause for both effects**

Consider φ_D, the solution with the drain at 1 and everything else at 0. It is positive inside the dielectric. Now move the back gate closer. On its new plane the old solution was positive, whereas the new one is zero. Their difference, old minus new, obeys the same equation in the reduced region, is zero on the other electrodes and is positive on the new plane. A solution of this equation has no interior minimum, so the difference is positive throughout. Thus a_D falls at every fixed point of the channel.

Nothing in this argument depended on the drain being the driven electrode. With the front gate driven instead, it shows that a_G falls too. The near plane collects field lines that would otherwise have ended on the drain, the source or the front gate. What remains is to find which loss is larger.

**The front gate's loss is a finite factor**

Far from source and drain the field is vertical. Take the potential at mid-film, with half the film in series with each oxide:

C_f = ε₀/(t_f/ε_f + t_s/2ε_s),  C_b = ε₀/(t_b/ε_b + t_s/2ε_s).

With no charge in the film, the displacement entering from the front leaves at the back:

C_f(u_G − ψ) = C_b(ψ − u_B),

so that

ψ = (C_f u_G + C_b u_B)/(C_f + C_b),  a_G = C_f/(C_f + C_b).

The subthreshold current varies as exp(qψ/kT). The swing S, the gate voltage per decade of current, is therefore

S = ln10 (kT/q)/a_G = ln10 (kT/q)(1 + C_b/C_f).

**The drain's loss is a factor that grows exponentially with length**

With both gates at zero, the drain's disturbance is a sum of modes varying as exp(±kx) along the channel and sinusoidally across it. Let y start at the front face of the film. The potential vanishes at both gates, so its form is

front oxide: sin[k(y + t_f)]
film: cos(ky − θ)
back oxide: sin[k(t_s + t_b − y)],

each with its own amplitude. Continuity of ψ and of ε ∂ψ/∂y makes ε(∂ψ/∂y)/ψ continuous. At the two faces this gives

ε_s tan θ = ε_f cot(k t_f),
ε_s tan(k t_s − θ) = ε_b cot(k t_b).

The lowest mode has no zero inside the film, so both angles lie on the principal branch. Adding them eliminates θ:

k t_s = arctan[(ε_f/ε_s) cot k t_f] + arctan[(ε_b/ε_s) cot k t_b].

As k rises from 0 to π/max(t_f, t_b), the right side falls from π to a negative value while the left side rises from zero. There is one crossing, and it defines the decay length λ = 1/k. A smaller t_b raises the right side at given k, moves the crossing to larger k and shortens λ. In a long channel the drain weight at the middle, a distance L/2 from the drain, varies with length as

a_D ∝ exp(−L/2λ).

If all the arguments k t are small, cot z ≈ 1/z. Both arctangents are then positive and sum to the small quantity k t_s, so each is small and arctan z ≈ z. The result is the lumped estimate λ² = ε_s t_s/(ε_f/t_f + ε_b/t_b). This saturates for a thick back oxide, whereas the true λ always exceeds t_b/π: the drain field then travels through the back oxide.

The opposite limit, t_s → 0, is a rough guide to an atomically thin channel, whose high in-plane permittivity can make the true λ noticeably longer when both oxides are thin. With equal oxide permittivities the two arctangents must cancel, so k(t_f + t_b) = π. Writing n = 1 + t_f/t_b for the swing factor gives

λ = (t_f + t_b)/π = t_f n/[π(n − 1)].

The exchange is explicit: a swing factor of 1.1 goes with λ ≈ 3.5 t_f, and a shorter λ at fixed t_f requires a larger n.

**What the terminals measure**

Electrons see the energy −qψ, so the barrier top is the minimum of ψ along x. There ∂ψ/∂x = 0, and a small displacement of the top does not change ψ_min to first order. Hence dψ_min = a_G dV_G + a_D dV_D, with the weights taken at the top. At fixed drain bias this gives S = ln10 (kT/q)/a_G. Holding the barrier fixed gives the drain-induced barrier lowering (DIBL), referred to the gate:

−dV_G/dV_D = a_D/a_G.

Dividing by a_G penalizes the near plane, but by a factor that tends to a constant in a long channel. The factor by which a_D is reduced grows exponentially with L, so the ratio falls once L is well above λ.

**A silicon film with numbers**

Take t_f = 2 nm, t_s = 3 nm, L = 24 nm, oxide permittivity 3.9 and film permittivity 11.7, at 300 K. The back potential is −0.55 V. In each comparison the gate is reset to keep the barrier at 0.35 eV, while everything but t_b stays fixed.

For t_b = 5 nm, half the film counts as 1.5 × 3.9/11.7 = 0.5 nm of oxide. The long-channel swing is then

S = 59.5 × (1 + 2.5/5.5) = 86.6 mV/dec.

For t_b = 20 nm it is 66.8 mV/dec. The decay length moves the other way, from 7.7 nm at t_b = 20 nm to 4.2 nm at 5 nm. The lumped estimate gives 4.05 and 3.59 nm, so it misses most of the change in λ. At L = 24 nm, however, λ alone does not fix the reduction in a_D. The table below gives a ratio of about 0.54 between the two back oxides, against 0.28 from exp(−L/2λ) with the true decay lengths and 0.68 with the lumped ones. The amplitude of the lowest mode and the higher modes still matter at this length.

A numerical solution of the two-dimensional Laplace equation gives, for the 24 nm channel:

t_b = 5 nm: mid-channel a_G = 0.610, a_D = 0.057; DIBL 70 mV/V; S = 98 mV/dec
t_b = 20 nm: mid-channel a_G = 0.703, a_D = 0.107; DIBL 118 mV/V; S = 85 mV/dec

DIBL is the gate shift between drain biases of 0.05 and 0.70 V, divided by their difference, and S is taken at the lower bias. A finer mesh lowers the DIBL values by about 0.5 mV/V and moves the weights by up to 0.001. The near plane removes 41% of the DIBL and adds 13 mV/dec to the swing. The swing cost is smaller than the 20 mV/dec of the long channel, because part of what the back gate takes comes from source and drain.

The same sharing limits the gain from a very thick back oxide. From 20 to 40 nm the back gate's mid-channel weight falls by 0.041, of which 0.032 goes to source and drain and 0.009 to the front gate. The swing improves by 1 mV/dec while DIBL rises by about 20 mV/V.

A control case separates screening from division. Let the back gate move with the front gate. The drain weight is unchanged, but the controlling weight becomes a_G + a_B. For t_b = 5 nm the mid-channel swing drops from 98 to 67 mV/dec. The nearby conductor provides the screening; holding its potential still causes the swing penalty.

**Where the barrier moves**

The proof that a_G falls applies at a fixed point, whereas drain bias moves the barrier top toward the source. With a distant back gate it moves further, into a region of weaker gate control, which could in principle reverse the swing penalty. At L = 12 nm and V_D = 0.70 V it does not: S is 164 mV/dec for t_b = 5 nm and 157 for 20 nm. This is one computed case, not a general proof, and it tests the electrostatics alone. In a real device of this size the oxide over the drain would carry about 9 to 10 MV/cm, close to breakdown, and tunnelling through the short barrier would exceed the thermal current.

**Beside a real device**

Fully depleted silicon-on-insulator transistors have this layout. Their films are typically somewhat thicker than 3 nm, their back oxides are more often near 20 nm than 5 nm, and their front insulators are often equivalent to about 1 nm of oxide. The 5 nm case is thus an aggressive choice, and the 2 nm front oxide exaggerates the swing penalty.

The model also takes the back gate to be an ideal conductor. A plane of doped silicon can deplete, which moves it electrically further away. For p-type silicon at 10¹⁸ cm⁻³ this adds roughly 2 nm of equivalent oxide under the channel and about 9 nm under the drain at high bias, so most of the reduction in DIBL can be lost.

Even with a metallic plane, the 5 nm case neglects these effects:

- **Contacts.** At a rough doping of 10²⁰ cm⁻³, source and drain deplete by about 0.6 and 1.6 nm at high drain bias. The gates lying over the drain also remove about half of the electrons from the 3 nm film there, so it is far from an ideal conductor. Together these effects lower DIBL by roughly a third, and by somewhat less for t_b = 20 nm, so the ordering survives.
- **Tunnelling.** In a semiclassical estimate at high drain bias, the current passing below the barrier top is roughly a quarter of the thermal current. Reflection of electrons above the top offsets part of this gain, and tunnelling is also present at low bias. The resulting addition to DIBL is therefore less than about 15 mV/V.
- **Transport.** If drift and diffusion limit the current, the width of the barrier matters as well as its height. DIBL at constant current is then 96 mV/V, against 142 mV/V for t_b = 20 nm, so the ordering survives. Part of the rise above the barrier-top values comes not from the width but from electrons flowing back from the drain at the 0.05 V bias.

Mobile charge sets the model's upper limit. Its capacitance reaches 5% of C_f + C_b when the barrier top is 0.14 eV above the source Fermi level. At the doping assumed above, that level itself lies roughly 0.14 eV above the source band edge, once confinement in the 3 nm film is included, so the limit is met at a barrier of about 0.28 eV. Nearer threshold the weights no longer suffice. Temperature scales the swing directly: at 360 K the long-channel value for t_b = 5 nm is 104 mV/dec. The numerical output lists the smaller corrections.

Judged by drain-induced shift alone, a nearer back gate is worth its swing penalty when the shift it removes exceeds the extra gate swing it demands. This count leaves out other benefits, such as a smaller threshold shift when the channel length varies. In the 24 nm example the lower DIBL saves about 32 mV between the two drain biases, while the swing costs 13 mV for each decade of current. The saving is used up after about two and a half decades, a count that holds only if all of them lie below threshold. Between the 0.35 eV barrier and the limit near 0.28 eV there is only about one decade, so the break-even point lies within the model only for a deeper off state. In a channel many decay lengths long there is little drain influence left to remove, while the penalty remains.

Calculated quantities

```
Front oxide 2.0 nm, film 3.0 nm, channel 24.0 nm
Relative permittivity: oxide 3.9, film 11.7
T = 300 K, kT = 25.85 meV
Drain biases 0.05, 0.70 V
Back potential -0.55 V, barrier 0.35 eV
Back oxide 5 nm: decay 4.22 nm, lumped 3.59 nm
  long channel: aG 0.6875, S 86.6 mV/dec
  mid weights G,B,S,D: 0.6097, 0.2760, 0.0571, 0.0571
  DIBL 69.7 mV/V; S low/high VD 97.7/99.2 mV/dec
  uG low/high VD -0.330/-0.375 V; top at 11.7/9.9 nm
  drift-diffusion: DIBL 95.8 mV/V, S 100.8/101.4 mV/dec
Back oxide 10 nm: decay 5.23 nm, lumped 3.87 nm
  long channel: aG 0.8077, S 73.7 mV/dec
  mid weights G,B,S,D: 0.6748, 0.1590, 0.0831, 0.0831
  DIBL 93.6 mV/V; S low/high VD 88.2/90.1 mV/dec
  uG low/high VD -0.395/-0.456 V; top at 11.7/9.7 nm
  drift-diffusion: DIBL 117.9 mV/V, S 91.1/92.1 mV/dec
Back oxide 20 nm: decay 7.69 nm, lumped 4.05 nm
  long channel: aG 0.8913, S 66.8 mV/dec
  mid weights G,B,S,D: 0.7029, 0.0841, 0.1065, 0.1065
  DIBL 118.3 mV/V; S low/high VD 84.7/86.8 mV/dec
  uG low/high VD -0.440/-0.516 V; top at 11.7/9.5 nm
  drift-diffusion: DIBL 142.1 mV/V, S 87.5/88.7 mV/dec
Back oxide 40 nm: decay 13.78 nm, lumped 4.14 nm
  long channel: aG 0.9419, S 63.2 mV/dec
  mid weights G,B,S,D: 0.7118, 0.0428, 0.1227, 0.1227
  DIBL 137.8 mV/V; S low/high VD 83.7/85.9 mV/dec
  uG low/high VD -0.467/-0.557 V; top at 11.7/9.5 nm
  drift-diffusion: DIBL 161.5 mV/V, S 86.4/87.7 mV/dec
Laplace, back 5 nm: decay 4.22 nm, long aG 0.6875
  mesh halved: aG, aD change 0.06, 0.51 %
  mid-channel S: back fixed 97.6, tied 67.2 mV/dec
Laplace, back 20 nm: decay 7.61 nm, long aG 0.8911
  mesh halved: aG, aD change 0.08, 0.30 %
  mid-channel S: back fixed 84.7, tied 75.6 mV/dec
12 nm channel, back 5 nm: S low/high VD 156.9/164.2 mV/dec, uG high -1.02 V
12 nm channel, back 20 nm: S low/high VD 149.6/157.2 mV/dec, uG high -1.23 V
L 12 nm: mid aD/aG, back 5/20 nm: 0.5947/0.6981
L 24 nm: mid aD/aG, back 5/20 nm: 0.0937/0.1515
L 48 nm: mid aD/aG, back 5/20 nm: 0.0049/0.0203
Quantum capacitance 5 % of Cf+Cb at barrier 0.143 eV
Confinement 45.4 meV, next subband +136 meV
Film-tilt shift of lowest level -0.1809 meV
Source-drain tunnelling/thermal current (WKB) 0.265
Drain-overlap oxide field 5.37 MV/cm (rough limit 10)
Ballistic off current 0.535 nA/um, gate leak 0.038 nA/um
Traps 1e+11 /(eV cm2): C_trap/Cf 0.0116
Depleted source/drain at 1e20 cm-3: 0.59/1.57 nm
Band drop to drain 1.05 eV, rough gap 1.12 eV
Long-channel S at 360 K: 103.9 mV/dec
```
